# Photoexcited Peierls chain: weaker distortion and coherent lattice motion

**Result.** Take a half-filled chain whose bonds alternate in length and whose half-gap is $\Delta_0$. Lift a fraction $n_k$ of the electrons at each wavevector $k$ across the gap, and hold these fractions fixed. In the mean-field model below, every minimum of the lattice energy with $\Delta\ge0$ then lies below $\Delta_0$. For weak excitation the shift is

$$
\Delta_0-\Delta_*=\frac{2}{\kappa_0}\left\langle n_k\frac{\Delta_0\sin^2\theta}{E_k}\right\rangle ,
$$

where $\theta=ka$, $a$ is the site spacing, $E_k$ is half the vertical gap at $k$, $\kappa_0$ is the dark curvature of the energy and $\langle\;\rangle$ is the mean over the reduced zone. If the promotion is fast, the atoms are still at $\Delta_0$ when the minimum has moved, and they start to swing:

$$
\Delta(t)\simeq\Delta_*+(\Delta_0-\Delta_*)\cos\Omega t .
$$

## 1. One pair of levels

Let a distortion $\Delta\ge0$ couple two levels at $\pm\varepsilon$, with $\varepsilon>0$. The matrix with diagonal $\pm\varepsilon$ and off-diagonal element $\Delta$ has eigenvalues $\pm E$, $E=\sqrt{\varepsilon^2+\Delta^2}$. If the upper level holds a fraction $n$ and the lower $1-n$, their energy is $-(1-n)E+nE=-wE$ with $w=1-2n$. Adding an elastic cost,

$$
e=\tfrac12C\Delta^2-wE,\qquad \frac{de}{d\Delta}=\Delta\left(C-\frac wE\right).
$$

A distorted minimum needs $E=w/C$, so $\Delta_*^2=w^2/C^2-\varepsilon^2$. Promotion lowers $w$ and hence $\Delta_*$. The distortion pushes the lower level down and the upper one up by the same amount, so each promoted electron removes its own energy saving and adds an equal cost. That is the origin of the 2 in $1-2n$.

Limit: at $w=C\varepsilon$ the distortion reaches zero. A chain has levels down to $\varepsilon=0$, and section 4 shows how they change this ending.

## 2. The chain

Let the staggered displacement $u$ change the bond lengths by $\mp2u$, at fixed chain length. With $\alpha$ the change of hopping per unit bond length, the hoppings are $t_{1,2}=t_0\pm2\alpha u$. Define

$$
\Delta=t_1-t_2=4\alpha u .
$$

The cell has two sites. With phases taken from the site positions, the element between them is

$$
t_1e^{-i\theta}+t_2e^{i\theta}=(t_1+t_2)\cos\theta-i(t_1-t_2)\sin\theta=\varepsilon_k-i\Delta\sin\theta ,
$$

with $\varepsilon_k=2t_0\cos\theta$. The two diagonal elements are equal and set to zero, so the bands are plus and minus the modulus:

$$
E_k=\sqrt{\varepsilon_k^2+\Delta^2\sin^2\theta}.
$$

At $\theta=\pi/2$ this gives $E_k=\Delta$, so the full gap is $2\Delta$ (for $\Delta<2t_0$).

There is one bond per site. With bond stiffness $K$ its elastic energy is $\tfrac12K(2u)^2=2Ku^2=K\Delta^2/(8\alpha^2)$. Terms linear in bond length cancel at fixed chain length. Writing $C=K/(4\alpha^2)$, the elastic energy is $C\Delta^2/2$.

A chain of $N$ sites has $N/2$ wavevectors in the reduced zone. Each contributes $-w_kE_k$ per spin, $w_k=1-2n_k$. Two spins divided by $N$ sites give the prefactor $2/N$, which turns the sum into a mean:

$$
e(\Delta)=\tfrac12C\Delta^2-\langle w_kE_k\rangle,\qquad x=\langle n_k\rangle ,
$$

where $x$ is the number of promoted electrons per site.

The assumptions are a uniform distortion, a classical lattice, no Coulomb interaction, and no lasting coherence between the bands. Holding $n_k$ fixed has two grounds. A uniform distortion cannot change $k$, and a lattice slow compared with $\hbar/2\Delta$ does not carry electrons between the bands. Scattering is left out, and section 7 returns to it.

**Dark limit.** Since $\partial E_k/\partial\Delta=\Delta\sin^2\theta/E_k$, setting $n_k=0$ gives

$$
e_0'(\Delta)=\Delta\,[C-F_0(\Delta)],\qquad F_0=\left\langle\frac{\sin^2\theta}{E_k}\right\rangle .
$$

$F_0$ falls steadily as $\Delta$ grows, from infinity at $\Delta\to0$ (section 4) to zero at large $\Delta$. Hence $C=F_0(\Delta_0)$ has one positive root. Below it the slope is negative and above it positive, so it is the minimum.

## 3. Promotion moves every minimum inward

Because $-w_k=-1+2n_k$,

$$
e'(\Delta)=\Delta[C-F_0(\Delta)]+2\left\langle n_k\frac{\Delta\sin^2\theta}{E_k}\right\rangle .
$$

For $\Delta\ge\Delta_0$ the first term is zero or positive, and the second is positive whenever some finite part of the zone is excited. The slope therefore cannot vanish there, and every minimum with $\Delta\ge0$ lies strictly below $\Delta_0$. The argument needs no small $n_k$ and allows inversion, $n_k>1/2$. It does not say that the new minimum is unique or that it is nonzero.

**Weak excitation.** Near $\Delta_0$ the first term is $\kappa_0(\Delta-\Delta_0)$. Evaluating the second at $\Delta_0$ and setting the sum to zero gives the shift stated at the top.

For the curvature, differentiate once more, using

$$
\frac{d}{d\Delta}\frac{\Delta}{E_k}=\frac1{E_k}-\frac{\Delta^2\sin^2\theta}{E_k^3}.
$$

Then

$$
e''=C-\left\langle\frac{w_k\sin^2\theta}{E_k}\right\rangle+\left\langle\frac{w_k\Delta^2\sin^4\theta}{E_k^3}\right\rangle .
$$

At a stationary point with $\Delta\ne0$ the first two terms cancel, leaving

$$
\kappa=\left\langle\frac{w_k\Delta^2\sin^4\theta}{E_k^3}\right\rangle .
$$

The value $\kappa_0$ is this expression at $w_k=1$, $\Delta=\Delta_0$.

**A case with discrete electrons.** Take a ring of 200 sites with the example's parameters (section 6). Lift one electron from each of the 14th and 15th valence levels, counted from the gap, to their mirror levels. Diagonalising the ring at each distortion and minimising the total energy gives $\Delta_*=0.3514$ eV. The gap equation, with $n_k=1/2$ at those two wavevectors, gives the same value.

## 4. Can the distortion vanish?

The answer depends on the band edge. Let $\varphi=\pi/2-\theta$. For functions even about the edge, the mean is $(2/\pi)\int_0^{\pi/2}d\varphi$. Near the edge $\sin\theta\simeq1$ and $\varepsilon_k\simeq2t_0\varphi$. If $w_k$ tends smoothly to $w_{\rm edge}$, the part up to a small fixed $\varphi_c$ is

$$
\frac{2w_{\rm edge}}{\pi}\int_0^{\varphi_c}\frac{d\varphi}{\sqrt{4t_0^2\varphi^2+\Delta^2}}
=\frac{w_{\rm edge}}{\pi t_0}\operatorname{arsinh}\frac{2t_0\varphi_c}{\Delta}.
$$

For small $\Delta$ this grows as $(w_{\rm edge}/\pi t_0)\ln(1/\Delta)$. If $w_{\rm edge}>0$, it eventually exceeds $C$, and the slope $\Delta[C-\langle w_k\sin^2\theta/E_k\rangle]$ is negative near zero. The undistorted chain is then unstable in this zero-temperature lattice model, although the remaining distortion may be very small.

**Opposite case: a cold pocket at the edge.** Suppose the carriers have cooled and fill all states with $|\varepsilon_k|<q$. There $n_k=1$ and $w_k=-1$; elsewhere $w_k=1$. Take $\Delta_0,q\ll t_0$, so that $\langle\;\rangle\to(1/\pi t_0)\int_0 d\varepsilon$ near the edge. This gives $x=q/(\pi t_0)$.

Compared with the dark chain, the pocket reverses the sign of a contribution $\operatorname{arsinh}(q/\Delta)$ and so removes it twice. The remaining integral changes by $\ln(\Delta_0/\Delta)$ when $\Delta_0$ is replaced by $\Delta$. Since $C$ is unchanged,

$$
\ln\frac{\Delta_0}{\Delta}=2\operatorname{arsinh}\frac q\Delta .
$$

Halve, exponentiate, and use $e^{\operatorname{arsinh}z}=z+\sqrt{1+z^2}$:

$$
\sqrt{\Delta_0\Delta}=q+\sqrt{q^2+\Delta^2}.
$$

Move $q$ to the left and square. The $q^2$ terms cancel, leaving $\Delta_0\Delta-2q\sqrt{\Delta_0\Delta}=\Delta^2$. With $y=\sqrt{\Delta/\Delta_0}$, division by $\Delta_0^2y$ gives

$$
\frac{2q}{\Delta_0}=y(1-y^2).
$$

The branch that starts at $y=1$ for $q=0$ is the minimum. The right side peaks at $y=1/\sqrt3$, so this minimum disappears at

$$
\Delta=\frac{\Delta_0}{3},\qquad q=\frac{\Delta_0}{3\sqrt3}.
$$

The undistorted state becomes the lower one earlier. The slope is $e'=(\Delta/\pi t_0)[\ln(\Delta/\Delta_0)+2\operatorname{arsinh}(q/\Delta)]$. Integrating from zero,

$$
\pi t_0[e(\Delta)-e(0)]=\frac{\Delta^2}{2}\ln\frac{\Delta}{\Delta_0}-\frac{\Delta^2}{4}+q\sqrt{q^2+\Delta^2}+\Delta^2\operatorname{arsinh}\frac q\Delta-q^2 .
$$

At the minimum the logarithm and the arsinh cancel by the gap equation. Put $z=q/\Delta$ and require equal energies:

$$
z\sqrt{1+z^2}=\tfrac14+z^2 .
$$

Squaring gives $z^2+z^4=\tfrac1{16}+\tfrac12z^2+z^4$, so $z^2=1/8$. Then $\sqrt{\Delta_0/\Delta}=z+\sqrt{1+z^2}=\sqrt2$, which means $\Delta=\Delta_0/2$ and $q=\Delta_0/(4\sqrt2)$.

Direct minimisation of the lattice energy by Gauss quadrature, for $\Delta_0/t_0=0.02$, gives $\Delta/\Delta_0=0.4996$ at this point. At $q/\Delta_0=0.12$ it gives 0.7163, where the cubic gives 0.7165.

The collapse is therefore abrupt for a cold pocket, whereas carriers held away from the edge leave a finite distortion. The second statement rests on the logarithm, and so on the two sites having equal energies. Unequal site energies cut the logarithm off, and enough carriers away from the edge can then remove the distortion (section 7).

## 5. The motion

If the two sublattices have masses $m_A$ and $m_B$ and the centre of mass is at rest, their relative displacement is $2u$. The kinetic energy per pair is $\tfrac12\mu(2\dot u)^2$, with $\mu=m_Am_B/(m_A+m_B)$. Per site it is $\mu\dot u^2=\tfrac12M\dot u^2$, so $M=2\mu$. Substituting $u=\Delta/4\alpha$,

$$
J\ddot\Delta=-e'(\Delta),\qquad J=\frac{M}{16\alpha^2}.
$$

Fast promotion changes neither positions nor velocities: $\Delta(0)=\Delta_0$ and $\dot\Delta(0)=0$. At that point the dark force vanishes, and what remains is an inward force

$$
-\frac{de}{du}=-4\alpha\cdot2\left\langle n_k\frac{\Delta_0\sin^2\theta}{E_k}\right\rangle .
$$

Expanding about $\Delta_*$ gives $J\ddot\Delta=-\kappa(\Delta-\Delta_*)$. With the starting values, this yields the cosine at the top, with $\Omega^2=\kappa/J$.

For a larger swing, energy conservation replaces the expansion. The inner turning point satisfies $e(\Delta_t)=e(\Delta_0)$, and the period is twice the time between the ends:

$$
T=2\int_{\Delta_t}^{\Delta_0}\frac{d\Delta}{\sqrt{2[e(\Delta_0)-e(\Delta)]/J}} .
$$

**Finite pulse.** In the weak limit, a pulse builds up the carriers as a sum of small steps. A step at $t'$ contributes $-S[1-\cos\Omega(t-t')]$ to $\Delta-\Delta_0$, where $S$ is the full shift. Weight the steps with a normalised Gaussian of standard deviation $\tau$ centred at $t'=0$. Its sine average vanishes and its cosine average is $e^{-\Omega^2\tau^2/2}$. After the pulse,

$$
\Delta(t)=\Delta_0-S+S\,e^{-\Omega^2\tau^2/2}\cos\Omega t .
$$

For $\tau\to0$ the sudden result returns. For $\Omega\tau\gg1$ the lattice follows its minimum and hardly rings.

**Without the slow-lattice assumption.** Describe each $k$ by a vector $\mathbf S_k$, the expectation of the Pauli matrices, and let $\mathbf h_k=(\varepsilon_k,\Delta\sin\theta,0)$. Then

$$
\hbar\dot{\mathbf S}_k=2\mathbf h_k\times\mathbf S_k,\qquad
J\ddot\Delta=-C\Delta-\langle\sin\theta\,S_{k,y}\rangle ,
$$

starting from $\mathbf S_k=-w_k\mathbf h_k/E_k$. These equations let electrons change band during the motion.

## 6. A chain in the regime of germanium telluride

I use rough values for one family of p-orbital chains: $t_0=1.8$ eV, $a=0.30$ nm and $\Delta_0=0.40$ eV. If hopping falls as the inverse square of bond length, its slope is $\alpha=2t_0/a=12$ eV/nm. Thus

$$
u_0=\frac{0.40}{4\times12}\ {\rm nm}=8.33\ {\rm pm},
$$

and the two bond lengths differ by $4u_0=33$ pm. The dark gap equation, averaged numerically over 400 wavevectors, gives $C=0.4606$ eV$^{-1}$. Hence $K=4\alpha^2C=265$ eV/nm$^2$.

Site masses of 73 and 128 atomic mass units give $M=93$ units and $J=418$ fs$^2$/eV. With $\kappa_0=0.171$ eV$^{-1}$,

$$
\frac{\Omega_0}{2\pi}=\frac1{2\pi}\sqrt{\frac{0.171}{418}}\ {\rm fs^{-1}}=3.22\ {\rm THz}.
$$

The phonon quantum is 13 meV against a gap of 800 meV, so the lattice is slow.

A 1.55 eV pulse promotes $x=0.010$ electrons per site. I take $n_k\propto\exp[-(2E_k-1.55\,{\rm eV})^2/2\sigma^2]$, evaluated at $\Delta_0$ with $\sigma=0.15$ eV. This width is an assumption. An unchirped 50 fs pulse, as used below, has a spectral standard deviation of only $\hbar/2\tau=0.016$ eV, and at that width $x=0.010$ would need $n_k>1$. The larger value stands for a chirped broadband pulse, or for early scattering that spreads the carriers before they are held fixed. The largest $n_k$ is 0.25, and the band edge is almost empty of carriers.

A hand estimate puts all carriers at $E_k=0.775$ eV with $\sin^2\theta\simeq1$. The driving term is then $2(0.010)(0.40)/0.775=0.0103$, and division by 0.171 eV$^{-1}$ gives a shift of 0.060 eV. The full average gives 0.059 eV. Solving the gap equation without linearising gives

$$
\Delta_*=0.343\ {\rm eV},\qquad u_*=7.15\ {\rm pm},
$$

a fall of 14%. With the spectral shape of $n_k$ held fixed, $\Delta_*/\Delta_0$ is 0.963, 0.928, 0.858 and 0.792 for $x=0.0025$, 0.005, 0.010 and 0.015.

The last density exceeds the cold-pocket end point, estimated from $x=q/(\pi t_0)$ as 0.0136. The hot carriers nevertheless leave most of the distortion in place. Their energy matters as well as their number, because each acts with weight $\sin^2\theta/E_k$.

The initial inward force is 0.485 eV/nm per site. Energy conservation puts the turning point at $\Delta_t=0.2835$ eV, or $u=5.91$ pm. The band-edge gap thus swings between 0.80 and 0.57 eV. The inward excursion from $\Delta_*$, 0.060 eV, exceeds the outward one, 0.057 eV. Both ends have the same potential energy, so the well is softer on its inner side.

The period is 316.4 fs. The coupled electron–lattice equations, integrated in steps of 0.05 fs, give the same turning point and period to these digits. After 430 fs no $w_k$ has changed by more than $10^{-6}$. The small-swing frequency at $\Delta_*$ is 3.175 THz, 1.3% below the dark value: here the displacement of the minimum is much larger than the softening.

For a pulse of 50 fs full width at half maximum, $\tau=50/\sqrt{8\ln2}=21.2$ fs. The weak-excitation factor is 0.914. Integrating the full lattice equation while the carriers build up gives 0.907 of the sudden amplitude, so the pulse is short enough to keep most of the motion.

The launched energy is 0.28 meV per site. The barrier at $\Delta=0$, with the same $n_k$, stands 5.0 meV per site above the new minimum. While the carriers stay in this hot distribution, the uniform swing therefore cannot carry the chain to the opposite distortion. The margin belongs to the distribution: a cold pocket with the same $x$ has a barrier of 0.86 meV against a launched energy of 1.3 meV.

## 7. Beside the real material

Crystalline germanium telluride has alternating bonds differing by a few tens of picometres, a gap of very roughly 0.7 eV and an optical phonon near 4 THz. The model is in that regime, with a somewhat low frequency. Its excitation is strong: $x/a^3=3.7\times10^{20}$ cm$^{-3}$ for one chain family. Real crystals are usually heavily hole-doped, which the dark state here omits.

The frozen carriers are the assumption that moves the number most among the changes computed for $\Delta_*$. At the same $x$, carriers relaxed to a Fermi distribution at 300 K give $\Delta_*/\Delta_0=0.66$ instead of 0.86. In the free energy at fixed $x$ and temperature, the barrier near $\Delta=0$ is then only 1.2 meV per site above this minimum, about equal to the drop from $\Delta_0$, and at $x=0.015$ the distorted minimum no longer exists. If relaxation takes a time comparable with the period, the minimum keeps moving during the swing, and the single cosine is only an early-time description.

Germanium and tellurium also have different site energies. With energies $\pm m$, $E_k^2$ gains $m^2$. For $m=0.30$ eV, with $\Delta_0$ and $n_k$ held fixed and $K$ adjusted, the ratio is 0.78. The larger $E_k$ multiplies the curvature by roughly $\Delta_0^2/(\Delta_0^2+m^2)=0.64$, while the driving term falls by only about 7%. This choice also raises the gap to 1.0 eV and lowers the dark frequency to 2.55 THz, further from the measured values, and it reduces the barrier at $\Delta=0$ from 5.0 to 1.3 meV per site. Since $E_k\ge m$, the logarithm of section 4 is absent: the same spectral shape removes the distortion between $x=0.030$ and 0.035, where the largest $n_k$ exceeds 0.75.

Thermal motion is a more basic limit. A single site of mass $M$, oscillating independently at the dark frequency, has a root-mean-square displacement

$$
\sqrt{\frac{\hbar}{2M\Omega_0}\coth\frac{\hbar\Omega_0}{2k_BT}}=8.2\ {\rm pm}
$$

at 300 K, about equal to $u_0$. The coherent motion is an average over many sites, but a potential computed for a lattice at rest cannot be trusted quantitatively at room temperature. If all the energy absorbed by one chain family becomes heat, with $3k_B$ per atom, the rise is $x(1.55\,{\rm eV})/3k_B=60$ K.

The uniform chain also has a local competitor. On a 200-site ring, two smooth domain walls, with their width varied to minimise the energy, cost 0.50 eV. A band-edge electron–hole pair costs 0.80 eV at fixed atoms, and 0.74 eV once the ring has relaxed uniformly. An isolated chain can thus lower its energy by localising the distortion; coupling between chains, omitted here, would add a cost for the reversed region between the walls.

For photonic memory, the calculation describes a transient change of gap and bond alternation. Once the carriers have recombined and the heat has left, $n_k=0$ and $\Delta_0$ is again the minimum. A bit stored in a phase-change memory needs a lasting structural change, such as amorphisation, which this model does not contain.
